# Acoustic loss and drift gain in a piezoelectric semiconductor

## First half: from the field equations to the attenuation

Q: You say that electrons in a piezoelectric semiconductor damp a sound wave, and that a steady current can reverse the damping. Damping is friction. How can pushing the electrons harder turn friction into a drive?

A: Friction acts on relative motion. Let us first find what moves relative to what. Take a plane wave travelling along $x$ in an n-type crystal, with one displacement component $u(x,t)$ and strain $S=\partial u/\partial x$. The displacement may be along $x$ or, for a shear wave, across it. The crystal is cut so that this strain produces an electric field along $x$. With stress $T$, field $E$ and electric displacement $D$, the linear constitutive laws are

$$T=cS-eE,\qquad D=eS+\varepsilon E .$$

Here $c$ is the stiffness at fixed field, $e$ the piezoelectric constant and $\varepsilon$ the permittivity at fixed strain. The same $e$ stands in both laws because both follow from one energy function, and the minus sign belongs to the choice of $S$ and $E$ as independent variables. With mass density $\rho$, Newton's law is

$$\rho\,\frac{\partial^2u}{\partial t^2}=\frac{\partial T}{\partial x}.$$

I use atomic units, so the electron has charge $-1$. I define $D$ so that its divergence equals the free charge density; then $\varepsilon=\varepsilon_r/4\pi$, with $\varepsilon_r$ the relative permittivity.

Q: You have left out the magnetic field of the wave.

A: Yes. Sound is far slower than light, so I treat the field as quasi-static, derived from a potential and directed along $x$.

Q: And the electrons?

A: Let their density be $n=n_0+n_1$, where a fixed background neutralizes $n_0$. Gauss's law is then

$$\frac{\partial D}{\partial x}=-n_1 .$$

An electron with mobility $\mu$ drifts at $-\mu E$. Adding diffusion with coefficient $D_n$, the particle flux is $-n\mu E-D_n\,\partial n/\partial x$. The electric current density is minus this flux, because the charge is $-1$:

$$J=n\mu E+D_n\frac{\partial n}{\partial x},\qquad
\frac{\partial n}{\partial t}=\frac{\partial J}{\partial x}.$$

The second equation is conservation of electrons. Equilibrium fixes $D_n$. If $\theta$ is the thermal energy $k_B$ times temperature, a nondegenerate gas in a potential $\phi$ has $n\propto\exp(\phi/\theta)$, so $\partial n/\partial x=-nE/\theta$. Requiring $J=0$ gives $D_n=\mu\theta$.

This local law needs a mean free path much shorter than the wavelength and a collision time much shorter than the period. I also assume for now that every electron in the bunched charge is free to move.

Q: Where does the steady current enter?

A: Through a uniform field $E_0$, which gives the drift velocity $v_d=-\mu E_0$. A drift along $+x$ needs a negative $E_0$. I write $E=E_0+E_1$ and keep terms linear in the wave. All wave quantities vary as $\exp(ikx-i\omega t)$, with $\omega$ real and positive. The product $nE$ contributes $n_0E_1+n_1E_0$, so with $\sigma=n_0\mu$

$$J_1=\sigma E_1+\mu E_0n_1+ikD_nn_1
=\sigma E_1-v_dn_1+ikD_nn_1 .$$

Conservation reads $-i\omega n_1=ikJ_1$, hence $J_1=-(\omega/k)n_1$. Equating the two expressions for $J_1$,

$$\sigma E_1=n_1\left(v_d-\frac{\omega}{k}-ikD_n\right). \tag{1}$$

The bunched charge feels the difference between the drift and the phase velocity $\omega/k$. That is the relative motion you asked about.

Q: A velocity difference in an equation is not yet a friction force. Show me its sign.

A: Take $k$ real for the moment and put $v=\omega/k$. Solve (1) for $n_1$ and multiply by the conjugate field:

$$n_1E_1^*=\frac{\sigma|E_1|^2}{v_d-v-ikD_n}
=\sigma|E_1|^2\,\frac{v_d-v+ikD_n}{(v_d-v)^2+k^2D_n^2}.$$

The time average of a product of two oscillating quantities is half the real part of one amplitude times the conjugate of the other. The force density on charge $-n_1$ in the field $E_1$ therefore averages to

$$F=-\tfrac12\operatorname{Re}(n_1E_1^*)
=-\frac{\sigma|E_1|^2}{2}\,\frac{v_d-v}{(v_d-v)^2+k^2D_n^2}. \tag{2}$$

If the electrons are slower than the wave, $F>0$ and the wave drags them forward. If they are faster, $F<0$ and the wave holds them back. It is friction in both cases, but the faster partner has changed.

Q: That takes the field as given, though the electrons help to make it. Close the loop.

A: Gauss's law becomes $ikD_1=-n_1$, so $n_1=-ikD_1$. Put this in (1) and multiply out:

$$\sigma E_1=D_1\left(-ikv_d+i\omega-k^2D_n\right).$$

The last term has this sign because $(-ik)(-ik)=-k^2$. Define the frequency seen by the drifting electrons, $\Omega=\omega-kv_d$, and the diffusion rate $a=k^2D_n$. Then

$$D_1=-\frac{\sigma E_1}{a-i\Omega}.$$

The constitutive law also says $D_1=eS+\varepsilon E_1$. Equating the two and writing $\omega_c=\sigma/\varepsilon$ gives

$$eS=-\varepsilon E_1\left(1+\frac{\omega_c}{a-i\Omega}\right)
=-\varepsilon E_1\,\frac{\omega_c+a-i\Omega}{a-i\Omega},$$

and therefore

$$E_1=-\frac{eS}{\varepsilon}R,\qquad
R=\frac{a-i\Omega}{\omega_c+a-i\Omega}. \tag{3}$$

Q: What does $R$ mean?

A: It is the part of the piezoelectric field that survives screening. The rate $\omega_c$ is the one at which conduction would relax a charge imbalance if diffusion were absent. With no carriers, $\omega_c=0$ and $R=1$. With very many carriers, $R$ tends to zero.

The stress follows from (3):

$$T=cS-eE_1=cS+\frac{e^2}{\varepsilon}RS
=c(1+K^2R)S,\qquad K^2=\frac{e^2}{c\varepsilon}.$$

For the wave, Newton's law reads $-\rho\omega^2u=ikT$ with $S=iku$. Hence

$$\rho\omega^2=ck^2(1+K^2R). \tag{4}$$

The crystal is stiffened by the factor $1+K^2$ without carriers and unstiffened under perfect screening. Between these limits $R$ is complex unless $\Omega=0$: stress and strain are then out of phase, and energy is exchanged.

Q: Equation (4) hides $k$ inside $R$. You cannot just take a square root.

A: Correct, so I expand for weak coupling. Let $v_s=\sqrt{c/\rho}$ be the unstiffened sound velocity. Rearranging (4),

$$k=\frac{\omega}{v_s}(1+K^2R)^{-1/2}
\simeq\frac{\omega}{v_s}\left(1-\frac{K^2}{2}R\right).$$

To first order in $K^2$, the $k$ inside $R$ may be replaced by $\omega/v_s$. Then

$$a=\frac{\omega^2D_n}{v_s^2}=\frac{\omega^2}{\omega_D},\quad
\omega_D=\frac{v_s^2}{D_n},\qquad
\Omega=\omega\gamma,\quad\gamma=1-\frac{v_d}{v_s}.$$

Next I separate the imaginary part. From (3),

$$R=1-\frac{\omega_c}{\omega_c+a-i\Omega}
=1-\frac{\omega_c(\omega_c+a+i\Omega)}{(\omega_c+a)^2+\Omega^2},$$

so

$$\operatorname{Im}R=-\frac{\omega_c\Omega}{(\omega_c+a)^2+\Omega^2}.$$

The amplitude varies as $\exp(-\alpha x)$ with $\alpha=\operatorname{Im}k$. The two minus signs cancel:

$$\alpha=\frac{K^2}{2}\frac{\omega}{v_s}\,
\frac{\omega_c\,\omega\gamma}{(\omega_c+\omega^2/\omega_D)^2+\omega^2\gamma^2}.$$

Dividing numerator and denominator by $\omega^2$ gives the Hutson–White attenuation,

$$\boxed{\alpha=\frac{K^2}{2}\frac{\omega_c}{v_s}\,
\frac{\gamma}{\gamma^2+s^2},\qquad
s=\frac{\omega_c}{\omega}+\frac{\omega}{\omega_D}.} \tag{5}$$

Power varies as the square of amplitude and decays at $2\alpha$. Every factor in (5) except $\gamma$ is positive. At first order in $K^2$, then, $v_d<v_s$ gives loss and $v_d>v_s$ gives gain.

Q: Your crossing sits at $v_s$, the velocity of an unstiffened crystal. The actual wave does not travel at that speed.

A: That is a fair correction, and (4) lets us make it without expanding. At the crossing from loss to gain, $k$ is real. Then (4) requires $R$ to be real. The expression for $\operatorname{Im}R$ holds for any real $k$, and for $\omega_c>0$ it vanishes only when $\Omega=0$. Hence $v_d=\omega/k$: at threshold the drift equals the wave's own phase velocity. With $\Omega=0$, $R=a/(\omega_c+a)$, and (4) gives

$$v_{\rm th}^2=v_s^2\left(1+K^2\frac{a}{\omega_c+a}\right),
\qquad a=\frac{\omega^2D_n}{v_{\rm th}^2}. \tag{6}$$

As $v_{\rm th}$ increases, the left side rises and the right side falls, so there is one positive solution. It lies above $v_s$ because diffusion smooths the bunches and leaves part of the field unscreened. The statement "gain when drift exceeds the sound velocity" holds with the sound velocity understood as this phase velocity. Using $v_s$ is its leading approximation.

Q: When is that approximation poor?

A: When the shift in phase velocity matters on the scale over which (5) varies. That scale in $\gamma$ is $s$, and the relative velocity shift is at most about $K^2/2$. We therefore need $K^2/2\ll s$ in addition to $K^2\ll1$; when $s$ is small, the first condition is the stricter one. Close to threshold the relative error of (5) is large in any case, since (5) vanishes at a slightly wrong drift.

Q: Let me test the formula where I have some intuition. Surely more electrons mean more friction?

A: Only up to a point. Set the drift to zero and neglect diffusion. Then

$$\alpha=\frac{K^2}{2v_s}\,\frac{\omega_c}{1+\omega_c^2/\omega^2}.$$

Few electrons carry little current and dissipate little. Many electrons screen the field that would drive them. Differentiating with respect to $\omega_c$ puts the maximum at $\omega_c=\omega$, where $\alpha=K^2\omega/(4v_s)$. At that point the charge relaxes at a rate equal to the angular frequency of the wave.

Diffusion brings a second limit. For $\omega$ far above both $\omega_c$ and $\omega_D$, the term $\omega/\omega_D$ dominates $s$, and $\alpha$ falls as $1/\omega^2$ at fixed drift. The electrons spread out of the bunches faster than the short wave can gather them.

Q: Then is a faster drift better for gain?

A: Again only up to a point. Keep frequency, density and mobility fixed, and let $g=-\gamma>0$. The gain is proportional to $g/(g^2+s^2)$, whose derivative is

$$\frac{d}{dg}\frac{g}{g^2+s^2}=\frac{s^2-g^2}{(g^2+s^2)^2}.$$

The maximum is at $g=s$, so

$$\frac{v_d}{v_s}=1+s,\qquad
|\alpha|_{\max}=\frac{K^2}{4}\frac{\omega_c}{v_s s}. \tag{7}$$

Beyond this drift the field pattern slips past the electrons too quickly for them to bunch well.

If the drift is held fixed and the frequency varied, the prefactor in (5) does not change, and the best frequency minimizes $s$. Setting $ds/d\omega=-\omega_c/\omega^2+1/\omega_D=0$ gives $\omega=\sqrt{\omega_c\omega_D}$. Conduction screening dominates $s$ below this frequency and diffusion above it.

## Second half: where the energy comes from, and a worked case

Q: Before I attack the gain itself, list what you are carrying over.

A: The wave varies as $\exp(ikx-i\omega t)$, with strain $S$, stress $T$, field $E_1$, electric displacement $D_1$, electron bunching $n_1$ and current $J_1$. The material has stiffness $c$, mass density $\rho$, piezoelectric constant $e$, permittivity $\varepsilon$, electron density $n_0$, mobility $\mu$ and diffusivity $D_n$. From these come $v_s=\sqrt{c/\rho}$, $K^2=e^2/(c\varepsilon)$, $\sigma=n_0\mu$, $\omega_c=\sigma/\varepsilon$ and $\omega_D=v_s^2/D_n$. The drift is $v_d=-\mu E_0$. Equation (5) gives the amplitude loss $\alpha$ in terms of $\gamma=1-v_d/v_s$ and $s=\omega_c/\omega+\omega/\omega_D$; equation (6) gives the threshold without expansion in $K^2$. The screening factor is $R$, and $F$ is the mean force density on the electrons.

Q: A negative $\operatorname{Im}k$ need not mean amplification. It could describe a wave that dies away toward $-x$ from a source on the right.

A: To distinguish the two, fix the wavelength instead of the frequency. With $k$ real, (4) gives, to first order,

$$\omega\simeq kv_s\left(1+\frac{K^2}{2}R\right),\qquad
\operatorname{Im}\omega=\frac{K^2}{2}kv_s\operatorname{Im}R=-\alpha v_s .$$

When $\alpha<0$, the wave grows in time while its energy travels toward $+x$ at nearly $v_s$. An observer moving with it sees growth $|\alpha|v_s$ per unit time, hence $|\alpha|$ per unit length. That is amplification.

Q: Then something must pay for it. Show me the energy account.

A: The acoustic power flux is minus stress times particle velocity. With velocity amplitude $w=-i\omega u$, it is $P=-\frac12\operatorname{Re}(Tw^*)$. Differentiate:

$$\frac{dP}{dx}=-\tfrac12\operatorname{Re}\left(T'w^*+Tw'^*\right).$$

Newton's law gives $T'=-\rho\omega^2u=-i\rho\omega w$, so $T'w^*$ is purely imaginary and drops out. Next, $w'=-i\omega S$, so $w'^*=i\omega S^*$. In $Tw'^*=i\omega(cS-eE_1)S^*$ the term with $|S|^2$ is also imaginary. What remains is

$$\frac{dP}{dx}=\tfrac12\operatorname{Re}(i\omega eE_1S^*)
=\tfrac12\operatorname{Re}(i\omega E_1D_1^*).$$

The second form uses $eS^*=D_1^*-\varepsilon E_1^*$, whose last part again gives an imaginary term. Charge conservation and Gauss's law together give $J_1-i\omega D_1=0$ for the wave, so $J_1^*=-i\omega D_1^*$ and

$$\frac{dP}{dx}=-\tfrac12\operatorname{Re}(J_1E_1^*),\qquad
2\alpha P=\tfrac12\operatorname{Re}(J_1E_1^*). \tag{8}$$

The second statement follows because $P$ varies as $\exp(-2\alpha x)$. The wave loses what its field delivers to the electrons. Since $J_1=-(\omega/k)n_1$, for weak coupling this work is $v_sF$. In the gain regime $F<0$, and the electrons do work on the wave.

Q: And who does work on the electrons?

A: The bias supply. Hold the mean current fixed. The wave adds a mean current $\frac12\mu\operatorname{Re}(n_1E_1^*)=-\mu F$, so the mean field must change by $E'$ to compensate:

$$n_0\mu E'-\mu F=0,\qquad E'=\frac{F}{n_0}.$$

The mean current is $n_0\mu E_0=-n_0v_d$, so the extra electrical power per volume is $-n_0v_dE'=-v_dF$. In gain this is $+v_d|F|$. The wave receives $v_s|F|$, and the remainder $(v_d-v_s)|F|$ becomes heat in the crystal. This split belongs to fixed current. If the mean field is held fixed instead, the term $-\mu F$ reduces the magnitude of the current, the supply delivers $v_d|F|$ less, and the wave is paid for by a larger drop in the heat.

Q: You kept the mean density at $n_0$. If the wave grows along $x$, so does $F$, and then $E'$ is not uniform.

A: Right. Gauss's law then demands a mean charge of size $\varepsilon\,dE'/dx$, about $2|\alpha|\varepsilon|F|/n_0$. Its drift current, relative to the term $\mu|F|$ I kept, is of order

$$\frac{2|\alpha|\varepsilon v_d}{n_0\mu}=\frac{2|\alpha|v_d}{\omega_c}.$$

The split of power above neglects this ratio. Equation (8) does not.

Q: Let us have numbers. Which crystal?

A: Round parameters in the regime of photoconducting cadmium sulfide carrying a shear wave. They are rough typical values, not measurements on a sample: $c=15$ GPa, $\rho=4.8$ g/cm$^3$, $e=20$ μC/cm$^2$, $\varepsilon_r=9$, $n_0=10^{12}$ cm$^{-3}$, $\mu=300$ cm$^2$/Vs, at 300 K. The frequency is 100 MHz and the bias field has magnitude $7.5\times10^{-4}$ MV/cm.

In these units the elementary charge $q$ reappears: $\sigma=qn_0\mu$, $D_n=\mu k_B\times$temperature$/q$ and $\varepsilon=\varepsilon_r\varepsilon_0=7.97\times10^{-13}$ F/cm. Since 1 GPa is $10^3$ J/cm$^3$,

$$K^2=\frac{(2.0\times10^{-5})^2}{(1.5\times10^4)(7.97\times10^{-13})}=0.0335 .$$

The sound velocity is $v_s=\sqrt{c/\rho}=1.768\times10^5$ cm/s and the drift velocity is $300\times750=2.25\times10^5$ cm/s. Thus $v_d/v_s=1.273$ and $\gamma=-0.273$. The characteristic rates are

$$\omega_c=\frac{qn_0\mu}{\varepsilon}=6.03\times10^7\ {\rm s^{-1}},\qquad
\omega_D=\frac{(1.768\times10^5)^2}{7.756}=4.03\times10^9\ {\rm s^{-1}},$$

where 7.756 cm$^2$/s is $D_n$. With $\omega=6.283\times10^8$ s$^{-1}$, $s=0.096+0.156=0.252$. Equation (5) becomes

$$\alpha=\frac{0.03346}{2}\,
\frac{6.032\times10^7}{1.768\times10^5}\,
\frac{-0.2728}{0.2728^2+0.2519^2}
=-11.3\ {\rm cm^{-1}} .$$

An amplitude factor $\exp(1)$ is 8.686 dB, so this is a gain of 98 dB/cm.

Q: You warned that (5) needs $K^2/2\ll s$. Here the ratio is about 0.07. What does the unexpanded theory give?

A: At fixed $\omega$ the linear equations can be written as four first-order equations in $x$. Eliminating $E_1$ from the constitutive laws gives $S=(T+eD_1/\varepsilon)/[c(1+K^2)]$ and $E_1=(D_1-eS)/\varepsilon$. Then

$$u'=S,\quad T'=-\rho\omega^2u,\quad D_1'=-n_1,\quad
n_1'=\frac{i\omega D_1-\sigma E_1+v_dn_1}{D_n}.$$

The eigenvalues of the resulting $4\times4$ matrix are the values of $ik$. I diagonalized it numerically and took the root nearest the forward sound wave. The amplitude loss, with only the bias changed, is:

| $v_d/v_s$ | Equation (5), cm$^{-1}$ | Unexpanded, cm$^{-1}$ |
|---:|---:|---:|
| 0 | 5.37 | 5.13 |
| 0.5 | 9.11 | 8.71 |
| 1 | 0 | 0.90 |
| 1.273 | −11.3 | −10.9 |
| 1.5 | −9.11 | −8.96 |
| 2 | −5.37 | −5.27 |

The unexpanded gain at the chosen bias is 95 dB/cm. The formula is antisymmetric about $v_d=v_s$; the full equations are not. At $v_d=v_s$ there is still a loss of 0.90 cm$^{-1}$, because the wave runs slightly faster than $v_s$. Equation (6) puts the threshold at $v_d/v_s=1.010$, a field of $5.95\times10^{-4}$ MV/cm instead of the first-order $5.89\times10^{-4}$ MV/cm.

Q: All of that is still a linear calculation with an assumed exponential. Does a wave really grow if you simply let the equations run?

A: I integrated the equations in time with the product $nE$ kept in full. The domain was one wavelength with periodic ends, using Fourier derivatives in $x$ and a fourth-order Runge–Kutta step in $t$. The initial wave was weak enough to keep the bunching far below $n_0$. At $v_d/v_s=1.273$ the amplitude grew at 1.95 per microsecond. The spatial gain multiplied by $v_s$ is $10.9\times1.768\times10^5$ s$^{-1}$, or 1.93 per microsecond. The two agree to about one percent; their equality was derived only to first order in $K^2$. With no drift, the amplitude decayed at 0.92 per microsecond.

Q: And the energy account for this case?

A: From the computed mode, the wave receives 79.5 percent of $v_d|F|$, close to the leading-order share $v_s/v_d=78.6$ percent. The neglected ratio $2|\alpha|v_d/\omega_c$ is about 0.08, and keeping it divides $E'$ by about 1.08, so as a share of the actual extra bias power at fixed current the figure rises to about 86 percent.

Q: Could you have chosen a better operating point?

A: Not by much in drift. Equation (7) gives $v_d/v_s=1.252$ and a peak of 11.3 cm$^{-1}$ at 100 MHz. At fixed drift the first-order formula puts the best frequency at $\sqrt{\omega_c\omega_D}/2\pi=78.5$ MHz. The unexpanded equations move these optima slightly, to $v_d/v_s=1.267$ and about 80 MHz. The density matters more: at $3\times10^{12}$ cm$^{-3}$, with the same bias and frequency, the unexpanded gain is 16 cm$^{-1}$, at three times the Joule power.

Q: Ninety-five decibels in a centimetre makes me suspicious. What about echoes?

A: A wave returning toward $-x$ meets electrons drifting against it. Reversing $x$ changes $v_d$ to $-v_d$ in (5), so $\gamma=1+v_d/v_s$ and the backward wave is damped. Its unexpanded loss is only 2.4 cm$^{-1}$, because the large slip spoils the bunching. A round trip through length $L$ therefore multiplies the amplitude by $r_1r_2\exp[(10.9-2.4)L]$, with $L$ in centimetres and $r_1,r_2$ the reflection amplitudes of the ends. For $L=0.5$ the exponential is about 70. Without other losses, ends with $r_1r_2>0.014$ would then allow self-oscillation close to 100 MHz, at frequencies where the round-trip phase fits. At other frequencies the gain, and with it this limit, is different. An amplifier of that length needs absorbing or poorly reflecting ends.

Q: What stops the growth?

A: Linear theory fails when $|n_1|$ approaches $n_0$. From $n_1=-ikD_1$ and $D_1=eS(1-R)$, in laboratory units

$$q|n_1|=|k|e|S||1-R| .$$

For the computed mode, $|n_1|=n_0$ at a strain of $8.5\times10^{-6}$. The corresponding intensity, $\frac12c|S|^2v_s$, is about 0.1 W/cm$^2$. The quoted gain applies well below that level. This marks where the linear theory becomes doubtful, not where growth stops, which only the nonlinear equations can tell. The crystal also amplifies its own thermal sound, and at a gain near 95 dB/cm that alone can reach this intensity within a length of order a centimetre, with no signal and no echoes.

Q: Now put the model beside a real crystal. Which assumption gives way first?

A: Ultrasonic amplification by drifting carriers in photoconducting cadmium sulfide is an established effect, and illumination allows the carrier density to be adjusted. I know of no parameter above that is far from typical, but the computed gain should not be read as a measured one. One assumption to distrust is that all the bunched charge moves. Suppose traps exchange electrons with the band much faster than the wave oscillates, leaving a fraction $f$ of $n_1$ mobile. Drift and diffusion then act on $fn_1$, while Gauss's law and conservation still involve all of $n_1$. Equation (1) becomes

$$\sigma E_1=n_1\left(fv_d-\frac{\omega}{k}-ikfD_n\right),$$

so $v_d$ is replaced by $fv_d$ and $D_n$ by $fD_n$. The threshold rises to about $v_s/f$. With $f=0.8$ and the same bias and $\sigma$, the unexpanded gain falls from 10.9 to 1.0 cm$^{-1}$. A bias chosen from the mobility alone may thus miss most of the gain. This needs an exchange time far below $1/\omega$, which is 1.6 ns here. Traps much slower than that cannot follow the wave, the effective $f$ returns toward 1, and most of the gain is recovered.

Q: Is the mobility itself equally critical?

A: Nearly so, for equal fractional changes. The drift is proportional to the mobility, so lowering the mobility by 20 percent at fixed field would give $v_d/v_s=1.018$, the same value that $fv_d/v_s$ takes for $f=0.8$. A reduction of 10 percent at fixed field and density leaves the drift well above threshold, and the gain is then 9.5 cm$^{-1}$. Mobility may depend on crystal direction, and the component along $x$ is the relevant one. An assumed nonelectronic amplitude loss of 0.2 cm$^{-1}$ moves the threshold from 1.0102 to 1.0125 in $v_d/v_s$.

Q: And heat?

A: That limits continuous operation. The Joule power is $\sigma E_0^2=27$ W/cm$^3$. Taking a heat capacity of three gas constants per mole of atoms, and 72 g per mole of atoms, gives 1.66 J/cm$^3$K. Without cooling, the crystal would warm at 16 K/s. Short bias pulses reduce the temperature rise in proportion to their total on-time.

Q: Do the electrons themselves stay at 300 K?

A: For an assumed energy relaxation time of 1 ps, the energy gained from the field in that time is 0.4 percent of the mean thermal energy $\frac32k_B\times$temperature. So heating is small under that assumption.

For the remaining estimates I take an effective mass of 0.2 electron masses. The mean free path, thermal speed $\sqrt{k_B\times{\rm temperature}/m}$ times collision time $\mu m/q$, is about 5 nm, against a wavelength of 17,700 nm; the local current law is reasonable. The electron density is $4\times10^{-7}$ of the effective density of band states, so the gas is nondegenerate.

The field is less than a thousandth of an assumed breakdown field of 1 MV/cm. For a rough gap $E_g=2.4$ eV, the triangular-barrier estimate of the interband tunnelling exponent $4\sqrt{2m}\,E_g^{3/2}/(3\hbar q|E_0|)$ is about $1.5\times10^5$, so tunnelling is negligible in this uniform field. Contacts and local field concentrations would need their own estimates.

Q: Then my original objection was aimed at the wrong frame.

A: Yes. In the crystal's frame, a wave that the electrons outrun gains energy; in a frame moving with the wave, the electrons stream through its field pattern and are slowed by it. For $v_d$ below the phase velocity they stream backward and take energy from the wave. Above it they stream forward, and the same drag transfers part of the bias power to the sound. In a real crystal it is the bunched charge that must outrun the wave, at $fv_d$ when fast traps act, and net gain also requires the electronic gain to exceed the nonelectronic loss.
